# Singles Corrections for Helium with PBE Orbitals Compared with Self-Consistent Hartree-Fock: a numerical check

```python
"""Singles corrections for helium with PBE orbitals (hartree atomic units).

Result under test: with occupied PBE orbital 0, virtual orbitals a, b and the
Fock operator F built from orbital 0, the Hartree-Fock (HF) functional is
    E_HF = 2 h_00 + (00|00),
and its lowering towards the self-consistent HF energy is estimated by
    SE   = -2 sum_a F_a0^2 / (eps_a - eps_0)    (eps: PBE orbital energies)
    rSE  = -2 f^T A^-1 f,      f_a = F_a0,  A_ab = F_ab - F_00 delta_ab
    quad = -2 f^T (A + C)^-1 f,     C_ab = 3 (0a|0b) - (00|ab).
The last one is the exact quadratic model of the HF functional; rSE omits C,
the response of the Fock field to the change of the orbital.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, null_space
from pyscf import dft, gto, scf


def coulomb_exchange(eri, occ):
    """Coulomb and exchange matrices of one doubly occupied orbital, per pair."""
    half = eri @ occ
    return half @ occ, np.einsum('pqr,q->pr', half, occ)


def hf_functional(system, orbital):
    """HF energy of the closed-shell determinant of an orbital, normalized here."""
    c = orbital / np.sqrt(orbital @ system['s'] @ orbital)
    coul, _ = coulomb_exchange(system['eri'], c)
    return 2 * c @ system['h'] @ c + c @ coul @ c


def fock_blocks(system, occ, virt):
    """Fock matrix, coupling f, gap matrix A, and (00|ab), (0a|0b)."""
    coul, exch = coulomb_exchange(system['eri'], occ)
    fock = system['h'] + 2 * coul - exch
    f = virt.T @ fock @ occ
    gap = virt.T @ fock @ virt - (occ @ fock @ occ) * np.eye(virt.shape[1])
    return fock, f, gap, virt.T @ coul @ virt, virt.T @ exch @ virt


def solve_helium(exponents, radial_points):
    """PBE and HF solutions, HF functional, SE and rSE in one s basis."""
    basis = {'He': [[0, [float(a), 1.0]] for a in exponents]}
    mol = gto.M(atom='He 0 0 0', basis=basis, verbose=0)
    system = {'s': mol.intor('int1e_ovlp'), 't': mol.intor('int1e_kin'),
              'eri': mol.intor('int2e')}
    system['h'] = system['t'] + mol.intor('int1e_nuc')
    pbe = dft.RKS(mol)
    pbe.xc = 'PBE'
    pbe.grids.atom_grid = (radial_points, 50)
    pbe.grids.prune = None
    hf = scf.RHF(mol)
    for solver in (pbe, hf):
        solver.conv_tol = 1e-10
        solver.conv_tol_grad = 1e-6
        solver.max_cycle = 100
        solver.kernel()
        assert solver.converged
    occ, virt = pbe.mo_coeff[:, 0], pbe.mo_coeff[:, 1:]
    fock, f, gap, _, _ = fock_blocks(system, occ, virt)
    ks_gap = pbe.mo_energy[1:] - pbe.mo_energy[0]
    # renormalized singles by diagonalizing the virtual block
    levels, rotation = np.linalg.eigh(gap)
    energies = {'HF functional': hf_functional(system, occ),
                'SE': -2 * np.sum(f**2 / ks_gap),
                'rSE': -2 * np.sum((rotation.T @ f)**2 / levels),
                'SCF': hf.e_tot}
    return system, pbe, hf, energies, ks_gap


exponents = 0.03 * 2.0**np.arange(20)
system, pbe, hf, energy, ks_gap = solve_helium(exponents, 200)
occ, virt = pbe.mo_coeff[:, 0], pbe.mo_coeff[:, 1:]
fock, f, gap, coul_v, exch_v = fock_blocks(system, occ, virt)
e_func, se, rse, e_scf = (energy[k] for k in ('HF functional', 'SE', 'rSE', 'SCF'))
lowering = e_scf - e_func
assert lowering < 0

# Convergence: another basis and another radial grid
other = solve_helium(0.02 * 1.9**np.arange(24), 150)[3]
basis_change = max(abs(energy[k] - other[k]) for k in energy)
assert basis_change < 1e-5

# Virial ratio of the self-consistent HF solution
occ_hf = hf.mo_coeff[:, 0]
kinetic_hf = 2 * occ_hf @ system['t'] @ occ_hf
virial = -(e_scf - kinetic_hf) / kinetic_hf
assert abs(virial - 2) < 1e-4

# HF functional of the PBE orbital by radial quadrature, u(r) = r R(r).
# (du/dr)^2 is finite at the nucleus, so the grid starts at a very small r.
x = np.linspace(-25, np.log(40.0), 30001)
r = np.exp(x)
gauss = np.exp(-np.outer(r**2, exponents)) * (2 * exponents / np.pi)**0.75
u = np.sqrt(4 * np.pi) * r * (gauss @ occ)
du = np.sqrt(4 * np.pi) * ((gauss * (1 - 2 * np.outer(r**2, exponents))) @ occ)
inside = cumulative_trapezoid(u**2 * r, x, initial=0)
kinetic = trapezoid(du**2 * r, x)
nuclear = -4 * trapezoid(u**2, x)
pair_repulsion = 2 * trapezoid(u**2 * inside, x)
hartree, exchange = 2 * pair_repulsion, -pair_repulsion
e_radial = kinetic + nuclear + hartree + exchange
assert abs(e_radial - e_func) < 2e-6

# The Kohn-Sham matrix has no occupied-virtual element, so f = <a|vx - vxc|0>
ks_matrix = pbe.get_fock(dm=pbe.make_rdm1())
ks_offdiag = np.max(np.abs(virt.T @ ks_matrix @ occ))
assert ks_offdiag < 1e-5

# SE from the definition: second derivative of the lowest two-electron level
coul, _ = coulomb_exchange(system['eri'], occ)
h00 = occ @ system['h'] @ occ
n_virt = virt.shape[1]
full = np.zeros((n_virt + 1, n_virt + 1))
full[0, 0] = 2 * h00 + occ @ coul @ occ
full[0, 1:] = full[1:, 0] = np.sqrt(2) * virt.T @ (system['h'] + coul) @ occ
full[1:, 1:] = (virt.T @ system['h'] @ virt + h00 * np.eye(n_virt)
                + coul_v + exch_v)
zeroth = np.diag(2 * pbe.mo_energy[0] + np.append(0.0, ks_gap))


def lowest_level(strength):
    return np.linalg.eigvalsh(zeroth + strength * (full - zeroth))[0]


step = 0.02
se_definition = (lowest_level(step) + lowest_level(-step)
                 - 2 * lowest_level(0.0)) / (2 * step**2)
assert abs(se_definition / se - 1) < 0.01

# rSE is the relaxation in the frozen Fock field, up to fourth order in f
fock_mo = pbe.mo_coeff.T @ fock @ pbe.mo_coeff
frozen = 2 * (np.linalg.eigvalsh(fock_mo)[0] - fock_mo[0, 0])
assert rse < frozen < 0
assert abs(frozen / rse - 1) < 0.01

# Expansion of rSE about the Kohn-Sham gaps
gap_ratio = eigh(gap, np.diag(ks_gap), eigvals_only=True)
series_radius = np.max(np.abs(gap_ratio - 1))
amp_ks = -f / ks_gap
two_terms = se + 2 * amp_ks @ (gap - np.diag(ks_gap)) @ amp_ks

# Gradient and curvature of the HF functional by finite differences
hessian = gap + 3 * exch_v - coul_v
amplitude = -np.linalg.solve(gap, f)
direction = amplitude / np.linalg.norm(amplitude)
d = 1e-3
e_plus = hf_functional(system, occ + d * virt @ direction)
e_minus = hf_functional(system, occ - d * virt @ direction)
slope_fd = (e_plus - e_minus) / (2 * d)
curve_fd = (e_plus + e_minus - 2 * e_func) / d**2
slope = 4 * f @ direction
curve = 4 * direction @ hessian @ direction
assert abs(slope_fd / slope - 1) < 5e-4
assert abs(curve_fd / curve - 1) < 5e-4
quad = -2 * f @ np.linalg.solve(hessian, f)

# Move the starting orbital towards the HF orbital: which error survives?
sign = np.sign(occ_hf @ system['s'] @ occ)
recovered = {}
for share in (1.0, 0.1):
    start = occ_hf + share * (sign * occ - occ_hf)
    start = start / np.sqrt(start @ system['s'] @ start)
    in_hf_basis = hf.mo_coeff.T @ system['s'] @ start
    rest = hf.mo_coeff @ null_space(in_hf_basis[None, :])
    _, f_s, gap_s, coul_s, exch_s = fock_blocks(system, start, rest)
    drop = e_scf - hf_functional(system, start)
    rse_s = -2 * f_s @ np.linalg.solve(gap_s, f_s)
    quad_s = -2 * f_s @ np.linalg.solve(gap_s + 3 * exch_s - coul_s, f_s)
    recovered[share] = (rse_s / drop, quad_s / drop)
rse_error, quad_error = (abs(v - 1) for v in recovered[0.1])
assert quad_error < 0.01
assert rse_error > 5 * quad_error

mev = 1000 * constants.physical_constants['Hartree energy in eV'][0]
print(f"number of s Gaussians: {len(exponents)}")
print(f"smallest exponent: {exponents[0]:.3f} bohr^-2")
print(f"ratio of exponents: {exponents[1] / exponents[0]:.1f}")
print(f"largest change with other basis and grid: {basis_change:.1e} Ha")
print(f"virial ratio -V/T of SCF HF: {virial:.6f}")
print(f"PBE total energy: {pbe.e_tot:.6f} Ha")
print(f"PBE occupied orbital energy: {pbe.mo_energy[0]:.5f} Ha")
print(f"F_00 with the PBE orbital: {occ @ fock @ occ:.5f} Ha")
print("HF functional with the PBE orbital, radial quadrature:")
print(f"  kinetic energy: {kinetic:.6f} Ha")
print(f"  nuclear attraction: {nuclear:.6f} Ha")
print(f"  Hartree energy: {hartree:.6f} Ha")
print(f"  exchange energy: {exchange:.6f} Ha")
print(f"  sum: {e_radial:.6f} Ha")
print(f"HF functional from Gaussian integrals: {e_func:.6f} Ha")
print(f"self-consistent HF energy: {e_scf:.6f} Ha")
print(f"true lowering SCF - functional: {lowering:.6f} Ha")
print(f"largest PBE occupied-virtual element: {ks_offdiag:.1e} Ha")
print(f"SE: {se:.6f} Ha")
print(f"SE from two-electron matrix: {se_definition:.6f} Ha")
print(f"rSE: {rse:.6f} Ha")
print(f"frozen-Fock eigenvalue lowering: {frozen:.6f} Ha")
print(f"quadratic estimate with C: {quad:.6f} Ha")
print(f"series radius about PBE gaps: {series_radius:.3f}")
print(f"first two terms of the series: {two_terms:.6f} Ha")
print(f"HF functional + SE: {e_func + se:.6f} Ha")
print(f"HF functional + rSE: {e_func + rse:.6f} Ha")
for name, value in (('no correction', 0.0), ('SE', se), ('rSE', rse),
                    ('quadratic', quad)):
    miss = e_func + value - e_scf
    print(f"deviation from SCF, {name}: {miss:+.6f} Ha = {miss * mev:+.2f} meV")
print(f"SE / true lowering: {se / lowering:.4f}")
print(f"norm of the rSE amplitude: {np.linalg.norm(amplitude):.5f}")
print("gaps along the rSE orbital change:")
print(f"  PBE gap: {direction @ (ks_gap * direction):.4f} Ha")
print(f"  Fock gap A: {direction @ gap @ direction:.4f} Ha")
print(f"  full A + C: {direction @ hessian @ direction:.4f} Ha")
print(f"  exchange part 3(0a|0b): {3 * direction @ exch_v @ direction:.4f} Ha")
print(f"  Coulomb part -(00|ab): {-direction @ coul_v @ direction:.4f} Ha")
print(f"slope, formula and difference: {slope:.6f}, {slope_fd:.6f} Ha")
print(f"curvature, formula and difference: {curve:.4f}, {curve_fd:.4f} Ha")
for share, (part_rse, part_quad) in recovered.items():
    print(f"PBE share {share:.1f}: rSE/true {part_rse:.4f}, "
          f"quadratic/true {part_quad:.4f}")
print("tests ok")
```

It prints:

```
number of s Gaussians: 20
smallest exponent: 0.030 bohr^-2
ratio of exponents: 2.0
largest change with other basis and grid: 3.6e-07 Ha
virial ratio -V/T of SCF HF: 2.000000
PBE total energy: -2.892934 Ha
PBE occupied orbital energy: -0.57929 Ha
F_00 with the PBE orbital: -0.92339 Ha
HF functional with the PBE orbital, radial quadrature:
  kinetic energy: 2.855946 Ha
  nuclear attraction: -6.729455 Ha
  Hartree energy: 2.026737 Ha
  exchange energy: -1.013368 Ha
  sum: -2.860141 Ha
HF functional from Gaussian integrals: -2.860141 Ha
self-consistent HF energy: -2.861680 Ha
true lowering SCF - functional: -0.001539 Ha
largest PBE occupied-virtual element: 3.2e-09 Ha
SE: -0.001765 Ha
SE from two-electron matrix: -0.001765 Ha
rSE: -0.001262 Ha
frozen-Fock eigenvalue lowering: -0.001261 Ha
quadratic estimate with C: -0.001534 Ha
series radius about PBE gaps: 0.655
first two terms of the series: -0.000986 Ha
HF functional + SE: -2.861906 Ha
HF functional + rSE: -2.861402 Ha
deviation from SCF, no correction: +0.001539 Ha = +41.87 meV
deviation from SCF, SE: -0.000226 Ha = -6.16 meV
deviation from SCF, rSE: +0.000277 Ha = +7.54 meV
deviation from SCF, quadratic: +0.000005 Ha = +0.14 meV
SE / true lowering: 1.1472
norm of the rSE amplitude: 0.01847
gaps along the rSE orbital change:
  PBE gap: 1.3636 Ha
  Fock gap A: 1.8493 Ha
  full A + C: 1.5296 Ha
  exchange part 3(0a|0b): 0.1069 Ha
  Coulomb part -(00|ab): -0.4267 Ha
slope, formula and difference: -0.136615, -0.136615 Ha
curvature, formula and difference: 6.1182, 6.1182 Ha
PBE share 1.0: rSE/true 0.8199, quadratic/true 0.9967
PBE share 0.1: rSE/true 0.8166, quadratic/true 0.9996
tests ok
```
